# Bosanquet's reciprocal sum for equimolar counterdiffusion in a cylindrical pore

A porous body is being infiltrated from the vapour. Molecules of a precursor A diffuse into a narrow pore and react on its wall. Each leaves some deposit behind and releases one molecule of a gas B, which must diffuse out again. On its way in, A is slowed by collisions with the wall and by collisions with the outgoing B. If each obstacle alone would give a known diffusivity, what is the diffusivity when both act?

## Setting and assumptions

The pore is a long cylinder of radius \(a\) with its axis along \(z\). The number densities are \(n_A\) and \(n_B\), with \(n=n_A+n_B\) and \(x_i=n_i/n\). The fluxes \(N_i=n_iu_i\) are counted per unit of pore cross-section, \(u_i\) being the mean axial velocity. SI units are used, with diffusivities in mm²/s. The assumptions are:

1. The gases are ideal, the temperature \(T\) is uniform, and the flow is steady and slow compared with the thermal speeds.
2. Molecules leave the wall diffusely, with no memory of how they arrived. Densities change little over a distance \(a\).
3. Each species has one mean drift, and its wall friction and its friction with the other species add. Each friction has the coefficient it would have if it acted alone.
4. There is no viscous flow.

Assumption 3 is a closure, not a consequence of mechanics; its error is estimated below in a one-speed model of mechanically identical molecules. Assumption 4 is also relaxed below.

**Theorem.** Under assumptions 1–4, if \(N_B=-N_A\), then
\[
N_A=-D_A\frac{dn_A}{dz},\qquad \frac1{D_A}=\frac1{D_{KA}}+\frac1{D_{AB}},
\]
where \(D_{KA}\) is the Knudsen diffusivity of A and \(D_{AB}\) is the binary diffusivity at the local total density.

The driving force is the gradient of A's own density. The total density need not be uniform.

## The two resistances

**Lemma 1 (wall).** Without intermolecular collisions, \(N_A=-D_{KA}\,dn_A/dz\) with
\[
D_{KA}=\tfrac23a\bar v_A,\qquad \bar v_A=\sqrt{8kT/\pi m_A}.
\]

*Proof.* Let \(n_A\) vary linearly along the pore. A molecule moving at angle \(\theta\) to the axis last touched the wall a distance \(\ell/\sin\theta\) back along its path, where \(\ell\) is the transverse part of that distance. It therefore carries the density belonging to the height \(z-\ell\cos\theta/\sin\theta\). This is self-consistent: a wall element receives molecules symmetrically from both sides, so a linear profile returns its local value.

Multiply by the axial velocity \(v\cos\theta\) and average over a Maxwellian. The uniform part of the density gives zero, and the linear part gives
\[
N_A=-\frac{dn_A}{dz}\,\bar v_A\left\langle\frac{\ell\cos^2\theta}{\sin\theta}\right\rangle .
\]
The average runs over isotropic directions and over the cross-section. Its polar part is
\[
\tfrac12\int_0^\pi\sin\theta\,\frac{\cos^2\theta}{\sin\theta}\,d\theta=\frac\pi4 .
\]
For a fixed transverse direction, divide the disc into parallel chords of length \(c(y)=2\sqrt{a^2-y^2}\). Along each chord \(\ell\) runs from 0 to \(c\), so
\[
\langle\ell\rangle=\frac1{\pi a^2}\int_{-a}^{a}\frac{c^2}{2}\,dy
=\frac{2}{\pi a^2}\int_{-a}^{a}(a^2-y^2)\,dy=\frac{8a}{3\pi}.
\]
The product of \(\pi/4\) and \(8a/3\pi\) is \(2a/3\). ∎

The partial pressure \(kTn_A\) pushes A with the force density \(-kT\,dn_A/dz\). In steady flow the wall must balance it, so the wall friction per volume is \(kTN_A/D_{KA}\).

**Lemma 2 (collisions).** For hard spheres with centre distance \(\sigma\) at contact, and to lowest order in the drift of two Maxwellians, A loses momentum to B at the rate per volume
\[
F_{AB}=\frac{kT\,n_An_B}{nD_{AB}}(u_A-u_B),\qquad
D_{AB}=\frac{3}{8n\sigma^2}\sqrt{\frac{kT}{2\pi\mu}},
\]
where \(\mu=m_Am_B/(m_A+m_B)\).

*Proof.* Let \(\mathbf g\) be the velocity of A relative to B. A collision with deflection angle \(\chi\) takes on average the momentum \(\mu\mathbf g(1-\cos\chi)\) from A. For impact parameter \(b\), hard spheres have \(\chi=\pi-2\arcsin(b/\sigma)\), hence \(1-\cos\chi=2(1-b^2/\sigma^2)\). The momentum-transfer cross-section is
\[
\int_0^\sigma2\pi b\;2\left(1-\frac{b^2}{\sigma^2}\right)db=4\pi\left(\frac{\sigma^2}2-\frac{\sigma^2}4\right)=\pi\sigma^2 .
\]
Thus \(F_{AB}=n_An_B\,\mu\pi\sigma^2\langle g g_z\rangle\).

The variances \(kT/m_A\) and \(kT/m_B\) add to \(kT/\mu\), so \(\mathbf g\) has a Maxwellian distribution of mass \(\mu\), shifted by \(w=u_A-u_B\). To first order the shift multiplies the unshifted distribution by \(1+\mu wg_z/kT\). With \(\langle gg_z^2\rangle=\langle g^3\rangle/3\),
\[
\langle gg_z\rangle=\frac{\mu w}{3kT}\langle g^3\rangle=\frac43\bar g\,w,\qquad \bar g=\sqrt{\frac{8kT}{\pi\mu}} .
\]
The last step uses \(\langle g^3\rangle=4(kT/\mu)\bar g\), which follows from one integration by parts of \(\int g^5e^{-\mu g^2/2kT}dg\). Comparison with the stated form of \(F_{AB}\) gives
\[
D_{AB}=\frac{3kT}{4\pi\sigma^2n\mu\bar g}=\frac{3\bar g}{32n\sigma^2},
\]
because \(kT/\mu=\pi\bar g^2/8\). Since \(\bar g/4=\sqrt{kT/2\pi\mu}\), this is the stated formula. ∎

## Proof of the theorem

With negligible inertia, the push on A balances both frictions:
\[
-kT\frac{dn_A}{dz}=\frac{kTN_A}{D_{KA}}+F_{AB}.
\]
Since \(n_An_B(u_A-u_B)/n=x_BN_A-x_AN_B\), division by \(kT\) gives
\[
-\frac{dn_A}{dz}=\frac{N_A}{D_{KA}}+\frac{x_BN_A-x_AN_B}{D_{AB}} .\tag{1}
\]
Put \(\alpha=1+N_B/N_A\), so that \(N_B=(\alpha-1)N_A\). Then \(x_BN_A-x_AN_B=(x_B+x_A-\alpha x_A)N_A=(1-\alpha x_A)N_A\), and
\[
\frac1{D_A}=\frac1{D_{KA}}+\frac{1-\alpha x_A}{D_{AB}} .\tag{2}
\]
Equimolar counterdiffusion means \(\alpha=0\), and the composition factor becomes 1. ∎

Without walls, \(D_{KA}\to\infty\), the same equation gives \(N_A=-D_{AB}\,dn_A/dz\). This identifies the coefficient in Lemma 2 as the binary diffusivity, in the approximation of two drifting Maxwellians. For hard spheres the exact value is higher, by an amount that depends on masses and composition: about 2 % for equal masses, and up to 13 % (a factor \(32/9\pi\)) for a trace of light molecules in a much heavier gas.

**Example.** Take model gases with \(m_A=80\) u, \(m_B=20\) u and \(\sigma=0.50\) nm at 1000 K and 100 kPa, in a pore with \(a=100\) nm. The total density is \(7.243\times10^{24}\) m⁻³, and \(\bar v_A=514.4\) m/s. The lemmas give \(D_{KA}=34.30\) and \(D_{AB}=59.56\) mm²/s, so
\[
\frac1{D_A}=0.02916+0.01679=0.04595\ \text{s/mm}^2,\qquad D_A=21.76\ \text{mm}^2/\text{s}.
\]
The wall supplies 63 % of the resistance. \(D_{KA}\) does not depend on pressure while \(D_{AB}\) varies as \(1/p\), so the two resistances would be equal near \(100\times59.56/34.30\approx174\) kPa.

## Equimolar is not isobaric

The balance for B is (1) with the labels exchanged. For equimolar flow it gives \(1/D_B=1/D_{KB}+1/D_{AB}\), here \(D_B=31.88\) mm²/s. The two species have different diffusivities, yet their fluxes are equal and opposite. Their density gradients must therefore differ in size. Adding the two balances cancels the mutual friction:
\[
-\frac{dn}{dz}=\frac{N_A}{D_{KA}}+\frac{N_B}{D_{KB}}=N_A\delta,\qquad \delta=\frac1{D_{KA}}-\frac1{D_{KB}} .\tag{3}
\]
The wall takes more momentum from the heavier gas, and a pressure gradient makes up the difference.

For this reason \(D_A\) may not be combined with \(n\,dx_A/dz\) unless \(\delta=0\) or A is dilute. From \(n\,dx_A/dz=dn_A/dz-x_A\,dn/dz\) one finds
\[
-n\frac{dx_A}{dz}=N_A\left(\frac1{D_A}-x_A\delta\right)=N_A\left(\frac{x_B}{D_{KA}}+\frac{x_A}{D_{KB}}+\frac1{D_{AB}}\right).
\]

If instead the pressure is held uniform, (3) requires \(N_B/N_A=-D_{KB}/D_{KA}=-\sqrt{m_A/m_B}\). In the example this ratio is \(-2\), so \(\alpha=-1\). At \(x_A=0.5\), equation (2) gives \(0.02916+1.5\times0.01679=0.0543\) s/mm², or a diffusivity of 18.40 mm²/s. That is 15 % below the equimolar value.

**Corollary (finite pore).** Let the pore have length \(L\) and no reaction on its wall, so that \(N_A\) is constant. Write \(D_{AB}=G/n\), where \(G\) does not depend on density. By (3), \(n\) falls linearly, and its mean is \(\bar n=n(0)-N_AL\delta/2\). Integrating \(-dn_A/dz=N_A(1/D_{KA}+n/G)\) over the pore gives
\[
n_A(0)-n_A(L)=N_AL\left(\frac1{D_{KA}}+\frac{\bar n}{G}\right).
\]
The reciprocal sum thus holds for the whole pore if \(D_{AB}\) is taken at the mean density.

For \(L=100\) µm, \(n_A(0)=0.6\,n(0)\) and \(n_A(L)=0.4\,n(0)\), this is a quadratic equation for \(N_A\). The root that tends to \(D_A[n_A(0)-n_A(L)]/L\) as \(\delta\to0\) is \(N_A=3.190\times10^{23}\) m⁻² s⁻¹. The pressure falls by \(N_AL\delta/n(0)=6.4\,\%\) from the end where the heavy gas enters.

## Viscous flow

A pressure gradient also drives the mixture as a whole. Suppose that Poiseuille flow is superposed on diffusion and carries each species in proportion to \(x_i\). Its total flux is
\[
J=-n\frac{a^2}{8\eta_v}\frac{dp}{dz}=-\beta\frac{dn}{dz},\qquad \beta=\frac{a^2p}{8\eta_v},
\]
where \(\eta_v\) is the viscosity and \(p=nkT\). The wall friction of Lemma 1 then acts on the diffusive flux \(N_i-x_iJ\). The mutual friction is unchanged, since a common velocity drops out of \(u_A-u_B\). With \(N_B=-N_A\),
\[
-\frac{dn_A}{dz}=\frac{N_A-x_AJ}{D_{KA}}+\frac{N_A}{D_{AB}},\qquad
-\frac{dn_B}{dz}=\frac{-N_A-x_BJ}{D_{KB}}-\frac{N_A}{D_{AB}} .
\]
The sum of the left sides is \(J/\beta\). Hence
\[
\frac J{N_A}=\frac{\delta}{1/\beta+x_A/D_{KA}+x_B/D_{KB}},\qquad
\frac1{D_A}=\frac1{D_{KA}}+\frac1{D_{AB}}-\frac{x_A}{D_{KA}}\frac J{N_A} .
\]
The reciprocal sum of the theorem, known as Bosanquet's sum, returns when \(\delta=0\) or \(\beta\to0\). At low pressure \(\beta\) vanishes in proportion to \(p\). At high pressure \(J/N_A\) stays finite, but the whole wall term is then small beside \(1/D_{AB}\).

With \(\eta_v=25\) µPa s, \(\beta=5.0\) mm²/s. At \(x_A=0.5\) this gives \(J/N_A=0.066\), and \(D_A\) rises by 2.1 % to 22.2 mm²/s. The gradient of total density per unit of flux, \(-(dn/dz)/N_A=J/(\beta N_A)=0.0131\) s/mm², is still 90 % of \(\delta=0.0146\) s/mm². In so narrow a pore, viscous flow does little to level the pressure. The superposition is itself a closure, and here it is used outside the range of Poiseuille's law: the hard-sphere mean free path \(1/(\sqrt2\,n\pi\sigma^2)=124\) nm is about equal to the radius. In this range the pressure-driven flow of a gas through a tube passes through the Knudsen minimum and lies somewhat below the free-molecular value, not above it. The 2.1 % therefore shows only that the correction is small; its size and even its sign are not reliable.

## How accurate is additivity?

Assumption 3 can be examined in a model that needs no such closure. Let A and B be mechanically identical, so that the gas as a whole is at rest. A tagged molecule of speed \(v\) is scattered isotropically after a mean free path \(\lambda\), and diffusely at the wall.

**Proposition.** In this model
\[
D=v\left\langle\lambda\cos^2\theta\left(1-e^{-\ell/(\lambda\sin\theta)}\right)\right\rangle .
\]

*Proof.* The diffusivity is the time integral of \(\langle v_z(0)v_z(t)\rangle\). After either kind of collision both axial directions are equally likely, so later velocities are uncorrelated with \(v_z(0)\). There remains the first flight, which survives gas collisions with probability \(e^{-vt/\lambda}\) and ends at the wall at \(t=\ell/(v\sin\theta)\), where \(\ell\) is now the transverse distance ahead. Integrating \(v^2\cos^2\theta\,e^{-vt/\lambda}\) up to that time gives the result. ∎

For \(\lambda\to0\) this is \(\lambda v/3\); for \(\lambda\to\infty\) it is \(2av/3\), by the average in Lemma 1. The reciprocal sum of these limits is \(D_{\rm Bos}=av/(3a/\lambda+3/2)\). It is correct at both ends, but it approaches them differently.

*Short free path.* Averaging the bracket over the chords gives
\[
\frac1{\pi a^2}\int_{-a}^a\left[c-\lambda\sin\theta\left(1-e^{-c/(\lambda\sin\theta)}\right)\right]dy\approx1-\frac{2\lambda\sin\theta}{\pi a} .
\]
With \(\frac12\int_0^\pi\sin^2\theta\cos^2\theta\,d\theta=\pi/16\),
\[
D\approx\frac{\lambda v}3\left(1-\frac{3\lambda}{8a}\right),\qquad D_{\rm Bos}\approx\frac{\lambda v}3\left(1-\frac{\lambda}{2a}\right).
\]
The reciprocal sum is too low, by the fraction \(\lambda/8a\).

*Long free path.* The second term in the expansion of the exponential contains \(\langle\ell^2\cos^2\theta/\sin^2\theta\rangle/2\lambda\). Its angular integral diverges logarithmically at both ends of the range and is cut off where \(\sin\theta\sim a/\lambda\), so it contributes \(\ln(\lambda/a)\). The chords give \(\langle\ell^2\rangle=(\pi a^2)^{-1}\int(c^3/3)\,dy=a^2\). Therefore
\[
D\approx\frac{2av}3\left(1-\frac{3a}{4\lambda}\ln\frac\lambda a\right),\qquad D_{\rm Bos}\approx\frac{2av}3\left(1-\frac{2a}\lambda\right),
\]
with terms of order \(a/\lambda\) omitted from the first bracket. For large enough \(\lambda/a\) the logarithm wins, and the reciprocal sum is too high. Molecules flying nearly along the axis make very long flights, and even a thin gas interrupts these.

Gauss–Legendre integration of the full expression gives these errors of \(D_{\rm Bos}\), relative to \(D\):

| \(\lambda/a\) | \(D/(av)\) | error |
|---|---|---|
| 0.1 | 0.0321 | −1.1 % |
| 0.5 | 0.1365 | −2.3 % |
| 2 | 0.3286 | +1.4 % |
| 10 | 0.5299 | +4.8 % |
| 100 | 0.6418 | +1.8 % |

The sign changes at \(\lambda/a=1.40\). On a grid from 0.01 to 1000, the extreme errors are −2.4 % near 0.45 and +4.9 % near 8.9.

In this model the ratio of molecular to Knudsen diffusivity is \(\lambda/2a\). The example's ratio of 1.74 would correspond to \(\lambda/a\approx3.5\), where the reciprocal sum is about 3.5 % too high. Correcting for this would lower \(D_A\) from 21.8 to about 21 mm²/s. This is only an indication. The example has unequal masses, and the errors above belong to a model with one speed and one free path; with Maxwellian speeds and a constant collision rate, the error at the same ratio is nearer 7 %. It does show that the second digit of \(D_A\) is already uncertain.

## Consequence for infiltration

Let the pore be closed at \(z=L\), and let A be consumed at the wall at the rate \(kn_A\) per area; in this section \(k\) is that reaction velocity. One B is released for each A. The closed end makes \(N_A+N_B=0\) there, and the reaction preserves this sum, so the flow is equimolar everywhere. The pore radius is treated as fixed while the gas reaches its steady state.

A slice of perimeter \(2\pi a\) and area \(\pi a^2\) gives \(dN_A/dz=-(2k/a)n_A\). If A is dilute, \(n\) and hence \(D_A\) are nearly constant, and
\[
D_A\frac{d^2n_A}{dz^2}=\frac{2k}a\,n_A,\qquad n_A=n_A(0)\frac{\cosh[\phi(1-z/L)]}{\cosh\phi},\qquad \phi=L\sqrt{\frac{2k}{aD_A}} .
\]
The inflow is \(N_A(0)=D_An_A(0)\,\phi\tanh\phi/L\). Without depletion, the wall would consume \((2k/a)Ln_A(0)=D_An_A(0)\phi^2/L\). Their ratio is the effectiveness \(\tanh\phi/\phi\).

For \(k=0.50\) mm/s and \(L=100\) µm, \(\phi=2.14\) and the effectiveness is 0.454. Numerical solution of the coupled equations with variable \(n\), by collocation and with a mole fraction of 0.01 at the mouth, also gives 0.454. Keeping only the wall resistance would give 0.548, and only the molecular resistance 0.664; these are 21 % and 46 % too high. Neither resistance can be dropped here. For dilute A the factor \(1-\alpha x_A\) in (2) is close to 1 whatever \(\alpha\) is, so this result hardly depends on the one-for-one stoichiometry; for a concentrated feed it does. Dilute A also means that the gas is nearly all B. With a carrier gas, the diffusivity of A in the carrier takes the place of \(D_{AB}\).

The closure error matters less. Since \(\phi\propto D_A^{-1/2}\), a small relative error in \(D_A\) causes a relative error in the effectiveness that is \(\frac12(1-2\phi/\sinh2\phi)\) times as large, and this factor is less than one half.

All numerical values are calculated from the stated model.
